# Field-Induced Needle Nucleation and the Inverse-Field Barrier in Threshold Switching, part 2

A conducting nucleus in a poorly conducting glass can lower its energy by growing along an applied field $E$, but must pay for its surface. How high is the barrier? The nucleus is a slender prolate spheroid of length $h=2a$ and fixed radius $R$, an equipotential far from electrodes held at fixed potentials. Formulas are in SI form. The interface energy per area is $s$, the bulk free energy change per volume $g$, and the glass permittivity $\varepsilon$. At height $z$ from the centre the needle's radius is

$$\rho(z)=R\sqrt{1-z^2/a^2}. \tag{3}$$

Measured from the state without a nucleus, the free energy is

$$F(h)=Ah-BE^2h^3, \tag{1}$$

$$A=\frac{\pi^2}{2}Rs+\frac{2\pi}{3}R^2g,\qquad B=\frac{\pi\varepsilon}{12L},\qquad L=\ln\frac hR-1 . \tag{27}$$

The expression for $A$ is also (8). For constant $B$, the critical length and barrier are

$$h_*=\frac{1}{E}\sqrt{\frac{A}{3B}},\qquad W=\frac{2A^{3/2}}{3\sqrt{3B}}\,\frac1E . \tag{2}$$

This simple law takes $B$ at the critical length $h_0$ it predicts at a reference field. If $L$ varies with $h$, then with $C=\pi\varepsilon/12$

$$F'(h_0)=A-A+\frac{CE^2h_0^2}{L^2}=\frac{A}{3L} , \tag{33}$$

$$F''(h_0)=-CE^2h_0\left(\frac6L-\frac5{L^2}+\frac2{L^3}\right)=-\frac{2A}{h_0}\left(1-\frac5{6L}+\frac1{3L^2}\right). \tag{34}$$

The maximum shifts by $\delta=F'/|F''|$ and the barrier rises by $F'\delta/2$. With $L$ taken at the true maximum,

$$\frac{d\ln W}{d\ln E}=-\frac{2}{2-1/L}=-\frac{2L}{2L-1} . \tag{32}$$

For needle charges $dq$, with applied potential $\phi_0=-Ez$ and the charges' own potential $\phi_i$, the field energy $U$ (electrostatic energy less electrode potentials times charges, $\Omega$, relative to its needle-free value $\Omega_0$) is

$$U\equiv\Omega-\Omega_0=\frac12\int\phi_0\,dq+\frac12\int(\phi_0+\phi_i)\,dq=\int\phi_0\,dq+\frac12\int\phi_i\,dq . \tag{11}$$

For an ideal conductor,

$$U=\frac12\int\phi_0\,dq=-\frac12pE,\qquad p=\int z\,dq . \tag{12}$$

The full spheroid, with volume $V=4\pi aR^2/3$ and $e^2=1-R^2/a^2$, has area $S$ and depolarization factor $n$:

$$S=4\pi Ra\int_0^1\sqrt{1-e^2u^2}\,du=2\pi R^2+2\pi Ra\,\frac{\arcsin e}{e}, \tag{6}$$

$$p=\frac{\varepsilon VE}{n},\qquad n=\frac{1-e^2}{e^3}\left(\mathrm{artanh}\,e-e\right). \tag{19}$$

For a slender needle $n\approx(2R/h)^2L$. A charge per length $\beta z$ gives $\phi_i\approx\beta Lz/(2\pi\varepsilon)$ on its surface; ideally $\beta=2\pi\varepsilon E/L$.

### A cell of amorphous germanium antimony telluride

Take a cell in the regime of amorphous Ge$_2$Sb$_2$Te$_5$, with relative permittivity 16, field 0.5 MV/cm, thickness and width 30 nm, and temperature 300 K. These are rough values. The interface energy $s=10$ mJ/m$^2$, bulk energy $g=-5$ J/cm$^3$ and radius $R=0.5$ nm are chosen model parameters.

With energies in eV and lengths in nm, the surface and bulk terms of (27) give

$$A=0.1540-0.0163=0.1377\ \text{eV/nm}. \tag{35}$$

The permittivity is $\varepsilon=0.8842$ $e$/(V nm), where $e$ in this unit denotes the elementary charge. Solving for a length consistent with its own logarithm gives $L=2.295$, and hence

$$B=\frac{\pi(0.8842)}{12(2.295)}=0.1009\ e/(\text{V nm}). \tag{36}$$

A field of 0.5 MV/cm is 0.05 V/nm, so $BE^2=2.52\times10^{-4}$ eV/nm$^3$. Then

$$h_*=\sqrt{\frac{0.1377}{3(2.52\times10^{-4})}}\approx13.5\ \text{nm},\qquad W=\frac23(0.1377)(13.49)=1.24\ \text{eV}. \tag{37}$$

This barrier is $1.98\times10^{-19}$ J, or about 48 times the thermal energy $kT$. The length is 27 times the radius, so the needle is slender.

The field energy was tested independently by placing 400 rings of charge on this spheroid and minimizing (11) over their charges. The minimum is $-0.614$ eV, while the slender formula gives $-0.619$ eV. The difference is about 1% of the ring result.

Equations (33) and (34) give $\delta\approx0.10\,h_0$ and an increase of about 0.014 eV. Direct maximization with varying $L$ gives 14.8 nm and 1.252 eV, in agreement. Using the full spheroid formulas for $S$ and $n$ gives 1.262 eV, about 2% above the fixed-$B$ value. The local exponent is $-1.26$ from (32) and $-1.24$ for the full spheroid.

The following values keep $s$, $g$ and $R$ fixed. The simple law uses the same $B$ throughout.

| Field (MV/cm) | Simple $W$ (eV) | Full $W$ (eV) | Full $h_*$ (nm) |
|---:|---:|---:|---:|
| 0.3 | 2.06 | 2.35 | 27.3 |
| 0.5 | 1.24 | 1.26 | 14.8 |
| 0.7 | 0.88 | 0.83 | 9.8 |
| 1.0 | 0.62 | 0.52 | 6.2 |

Relative to the full spheroid, the simple law is 12% low at 0.3 MV/cm and 20% high at 1.0 MV/cm. These are the signs expected from an exponent steeper than $-1$.

The assumed radius matters more. At 0.5 MV/cm, with $s$ and $g$ unchanged, the full barrier is 0.67 eV for $R=0.3$ nm and 2.65 eV for $R=1.0$ nm.

### The low-field limit

As $E\to0$, (2) gives an infinite barrier. If $g<0$, a compact nucleus then becomes easier to form. A conducting sphere of radius $r$ cancels the applied potential on its surface with a dipole satisfying $p/(4\pi\varepsilon r^3)=E$. By (12) its field energy is $-2\pi\varepsilon r^3E^2$, and its free energy is

$$F_s=4\pi r^2s-\frac{4\pi}{3}r^3D,\qquad D=-g+\frac32\varepsilon E^2 . \tag{38}$$

For $D>0$ the maximum is at $r=2s/D$. Inserting this gives

$$W_s=\frac{16\pi s^3}{D^2}-\frac{32\pi s^3}{3D^2}=\frac{16\pi s^3}{3D^2} . \tag{39}$$

In the example $W_s$ is 4.18 eV without field and 3.42 eV at 0.5 MV/cm, well above the needle barrier at that field. The shape was held spherical here. Letting the compact nucleus elongate into a spheroid lowers the second value to 3.37 eV and leaves the crossover field below unchanged. The two barriers match at 0.19 MV/cm. The critical needle would then be 47 nm long, which exceeds the film thickness. The assumption of distant electrodes therefore fails before the crossover is reached: at 0.3 MV/cm the needle already nearly spans the film. For a needle centred in the 30 nm film, the image charges in the electrodes lower the barrier by less than 1% at 0.5 MV/cm and by about 4% at 0.3 MV/cm.

### A needle standing on an electrode

Consider a half-needle of height $h/2$ on a flat electrode. Its image completes a free needle of length $h$, since the free needle's potential vanishes on its midplane. The real half has half the surface, half the volume and half the dipole sum $\int z\,dq$. By (12) its field energy is also half. If the change in interface energy under the base is neglected, then

$$F_{\text{electrode}}(h/2)=\frac12F(h),\qquad W_{\text{electrode}}=\frac12W . \tag{40}$$

For the full spheroid this gives 0.63 eV at 0.5 MV/cm. Contact with an electrode is thus a large effect, while the dependence on field is unchanged. A base term independent of height would add a constant.

### Does so thin a needle conduct?

The charge separated on each half of a free needle is, to leading order,

$$q_{1/2}=\int_0^a\beta z\,dz=\frac{\pi\varepsilon a^2E}{L}=\frac{\pi(0.8842)(6.745)^2(0.05)}{2.295}=2.75\ e . \tag{41}$$

With a rough carrier density of $5\times10^{20}$ cm$^{-3}$, the whole needle contains 3.5 carriers, or about 1.8 per half. As a first estimate, suppose that this limits the charge to a fraction $x=0.64$ of the ideal value without changing its distribution. In (11) the term linear in charge scales as $x$ and the quadratic term as $x^2$, so

$$U(x)=-xpE+\frac{x^2}{2}pE=-(2x-x^2)\frac{pE}{2}. \tag{42}$$

The field energy falls to 0.87 of its ideal value. If $x$ were the same at every length, $W\propto B^{-1/2}$ at fixed $L$ would give a barrier about 7% higher. But the ideal charge grows as $h^2$ and the number of carriers as $h$, so $x=x_0h_*/h$ with $x_0=0.64$ wherever carriers are short. With $\tau=h/h_*$, fixed $L$ and $BE^2h_*^3=Ah_*/3$, the free energy is $Ah_*[\tau-(2x_0\tau^2-x_0^2\tau)/3]$. Its maximum is $Ah_*(3+x_0^2)^2/(24x_0)$, which exceeds $2Ah_*/3$ by 13 to 14%.

This estimate is too favourable. The assumed charge per length grows towards the tips, where the needle is thin and holds few carriers. On the depleted side it exceeds the local supply over nearly the outer half of that side. Suppose instead that the depletion charge in each slice is limited to the carriers there, while carriers may accumulate freely at the other end. Minimizing (11) numerically with this limit gives about 0.67 of the ideal field energy at a length of 13.5 nm. The barrier is then nearly 40% above the ideal one, and the critical length is about 22 nm.

A finite ratio $k$ of needle to glass conductivity also weakens the response. Let $E_i$ be the field inside the needle. The current along it is proportional to $k\pi\rho^2E_i$, with $\rho^2=R^2(1-z^2/a^2)$. For $k\gg1$ the axial field flux inside the needle can be neglected in Gauss's law, and the current leaving through the side, in the same units, is $\beta z/\varepsilon$ per length. Conservation of current gives

$$\frac{2\pi kR^2E_i}{a^2}z=\frac{\beta z}{\varepsilon},\qquad E_i=E-\frac{\beta L}{2\pi\varepsilon}. \tag{43}$$

Eliminating $\beta$, and using $n=R^2L/a^2$, gives $E_i=E/(1+nk)$. The dipole is the fraction $nk/(1+nk)$ of its ideal value. For a rough $k=1000$ and $n=0.0127$ this is 0.93. If the energy is still estimated by $-pE/2$ and this fraction is held fixed, the barrier rises by about 4%. The fraction falls as the needle lengthens, because $n$ falls, and including this in the full spheroid energy gives about 6%. This is an estimate, because a state carrying current is not in equilibrium.

Quantum confinement is the more serious difficulty. For a free electron in a hard-walled cylinder, the lowest transverse wave vanishes at $R$ when its wavenumber is $2.405/R$. Its energy is

$$\frac{\hbar^2}{2m}\left(\frac{2.405}{R}\right)^2=0.88\ \text{eV}. \tag{44}$$

That is not small on the scale of a semiconductor gap. Softer walls would lower it and a smaller effective mass would raise it, but metallic behaviour at this radius is an assumption. The model can't convert its failure into a reliable correction to $W$.

The needle also differs in potential from the undisturbed glass at its ends by $Ea=0.34$ V, which may drive carrier injection. Near an end, (3) gives $\rho^2\approx2(R^2/a)(a-z)$, hence a radius of curvature $R^2/a=0.037$ nm. This is smaller than an atom, so the local field at an ideal spheroid's tip has no quantitative meaning here.

### Switching time and the real device

Suppose each electrode site attempts to form a needle at rate $\nu$, succeeding with probability $e^{-W/kT}$. One event is expected among $N$ sites in time $t$ when

$$\nu tN e^{-W/kT}=1,\qquad W=kT\ln(\nu tN). \tag{45}$$

Take a rough $\nu=10^{13}$ s$^{-1}$, a 10 ns pulse, and $N=(30)^2/(\pi\,0.5^2)=1146$ sites. The accessible barrier is 0.48 eV. This value of $\nu$ is a vibration frequency and is optimistic: building the needle requires many atomic rearrangements in the glass, which are themselves activated, and including them would lower $\nu$ and the accessible barrier. The electrode needle at 0.5 MV/cm, with 0.63 eV, is therefore too costly at 300 K. For an ideally conducting needle the barrier falls to 0.48 eV at about 0.62 MV/cm, where the critical height is 5.7 nm. A needle on an electrode draws its charge from the electrode, so the effect of a carrier shortage depends on polarity. At the electrode where the field makes carriers accumulate in the needle, the slice-by-slice limit used above is never reached and this field is unchanged. At the opposite electrode, where the needle is depleted, the same limit raises the field to about 1.2 MV/cm.

Threshold fields in phase-change cells are, as a rough guide, several tenths of a MV/cm, so the field obtained here is of a plausible size. It is not evidence for the mechanism, because $s$, $g$ and $R$ were chosen freely. The interface energy is probably low for this material, for which several tens of mJ/m$^2$ may be more typical. Raising $s$ to 40 mJ/m$^2$ with $g$ and $R$ fixed would give $A=0.616-0.016=0.600$ eV/nm. At fixed $B$ the barrier would grow by $(0.600/0.1377)^{3/2}\approx9$, too high for nucleation in nanoseconds at this field. The full spheroid gives a factor of about 11 and a critical length of 35 nm, longer than the film, so these factors indicate the trend only. The driving force $|g|$ is probably also low, and a larger value would act in the opposite direction. With $s=40$ mJ/m$^2$ and $R=0.5$ nm, (8) gives $A=0$ at $|g|\approx190$ J/cm$^3$, beyond which the model has no barrier to lengthening. The size of the barrier is therefore not predicted without reliable values of both energies. Real cells contain electrode roughness, composition fluctuations and Joule heating, which this uniform isothermal model omits. Electronic mechanisms that need no new phase are also proposed for threshold switching.

The model does distinguish a volatile switch from a memory. If the field is removed while $R$ is unchanged, (1) reduces to $F=Ah$, and for $A>0$ a slender needle lowers its energy by shrinking. If current and heat have meanwhile thickened it beyond $R=3\pi s/(4|g|)$, with $g<0$, then $A$ is negative and shortening costs energy. At fixed radius the first case corresponds to a volatile switch and the second to a retained conducting state. The boundary between them is not a general criterion for real cells. If the radius is free to change, (8) shows that a long needle lowers its energy by thickening once $R$ exceeds $3\pi s/(8|g|)$, so retention may begin at about half the radius given above, depending on whether the needle thickens or shortens faster. Both radii come from the slender formula. In the example they are 4.7 and 2.4 nm, which is not slender in a 30 nm film. The full spheroid gives 4.6 and 2.4 nm at $h=30$ nm, and 4.1 and 3.2 nm at $h=10$ nm. The remaining computed values are collected in the numerical output.

## Calculated quantities

```
Relative permittivity (rough): 16
Interface energy (chosen): 10 mJ/m2
Bulk free energy (chosen): -5 J/cm3
Needle radius (chosen): 0.5 nm
Reference field: 0.50 MV/cm
Film thickness and cell width: 30 nm
Temperature: 300 K; kT = 0.0259 eV
Surface part of A: 0.1540 eV/nm
Bulk part of A: -0.0163 eV/nm
A: 0.1377 eV/nm
Permittivity eps: 0.8842 e/(V nm)
Logarithmic factor L: 2.295
B: 0.10086 e/(V nm)
B E^2: 2.5215e-04 eV/nm3
Critical length h*: 13.49 nm; h*/R = 27.0
Barrier W, fixed B: 1.238 eV = 1.984e-19 J
W/kT: 47.9
Field energy, slender formula: -0.6190 eV
Field energy, ring charges: -0.6136 eV
Varying log: h* = 14.84 nm, W = 1.252 eV
Full spheroid: h* = 14.84 nm, W = 1.262 eV
Exponent dlnW/dlnE, log formula: -1.264
Exponent dlnW/dlnE, full spheroid: -1.243
E = 0.3 MV/cm: fixed-B W = 2.063 eV, full W = 2.351 eV, full h* = 27.26 nm
E = 0.5 MV/cm: fixed-B W = 1.238 eV, full W = 1.262 eV, full h* = 14.84 nm
E = 0.7 MV/cm: fixed-B W = 0.884 eV, full W = 0.825 eV, full h* = 9.80 nm
E = 1.0 MV/cm: fixed-B W = 0.619 eV, full W = 0.517 eV, full h* = 6.19 nm
Full W for R = 0.3 nm at reference field: 0.670 eV
Full W for R = 1.0 nm at reference field: 2.650 eV
Sphere barrier, zero field: 4.183 eV
Sphere barrier, reference field: 3.418 eV
Field where needle and sphere barriers match: 0.189 MV/cm
Needle length at that field: 46.6 nm
Full barrier for needle on electrode: 0.631 eV
Charge needed on each half: 2.75 e
Carrier density (rough): 5e+20 cm^-3
Carriers in whole needle: 3.53
Field-energy share with limited charge: 0.871
Barrier factor from limited charge: 1.071
Conductivity contrast (rough): 1000
Barrier factor from finite contrast: 1.039
Confinement energy, hard wall, free mass: 0.881 eV
Depolarization factor n: 0.01272
Ideal spheroid tip field: 39.3 MV/cm
Ideal spheroid tip radius: 0.037 nm
Potential drop over half needle: 0.337 V
Attempt rate (rough): 1e+13 1/s
Pulse: 10 ns; electrode sites: 1146
Barrier crossed within pulse: 0.480 eV
Field for that barrier on electrode: 0.622 MV/cm
Height of electrode needle at that field: 5.68 nm
```
